# Plane-resolved potential steps at polar oxide interfaces from averaged-potential fits

In a model stack of 10 nm ferroelectric hafnia and 4 nm alumina, the electrostatic step at the interface comes out as 1.386 eV if it is read at the last alumina plane and as 1.319 eV if it is read at the first hafnia plane. The potential, the averaging and the fitted lines are the same in both readings. The planes are 0.45 nm apart, and the difference of about 0.07 eV between the results is neither noise nor fit error. It measures the net charge of the interface.

## What is computed

Let $z$ be the interface normal, $\phi(z)$ the electrostatic potential averaged over planes parallel to the interface, and $U(z)=-e\phi(z)$ the potential energy of an electron, with $e>0$. The field is $E=-\phi'$, so

$$U'=eE,\qquad U''=-e\phi''=4\pi e\rho ,$$

where $\rho$ is the plane-averaged density of all charge, ions and electrons. Gaussian units are used in the algebra. In practical units $4\pi\sigma$ becomes $\sigma/\varepsilon_0$, and $4\pi e^2$ becomes $e^2/\varepsilon_0=18.1$ eV nm.

The left material L (alumina) has layer period $\lambda_L$, the right material R (hafnia) has $\lambda_R$. Both are assumed to have a bulk-like region: $\rho$ is periodic there and each cell is neutral. Two lines $U_L(z)$ and $U_R(z)$ are fitted to the averaged potential in these regions. The outputs are

$$\Delta(z_0)=U_R(z_0)-U_L(z_0),\qquad \frac{d\Delta}{dz_0}=e(E_R-E_L).$$

The second is the sensitivity to the plane, and the same two fits supply it.

## Why two running averages give straight lines

In a bulk-like region $U''$ is periodic with zero mean. Its first integral is a periodic function plus a constant, and its second integral is a periodic function plus a straight line. The periodic part must be removed without touching the line.

The running average over a length $\lambda$ is

$$\langle f\rangle_\lambda(z)=\frac1\lambda\int_{-\lambda/2}^{\lambda/2}f(z+s)\,ds .$$

A line $a+bz$ is unchanged, because the term $bs$ integrates to zero. A harmonic $e^{ikz}$ is multiplied by

$$S(k\lambda)=\frac{\sin(k\lambda/2)}{k\lambda/2},$$

which vanishes at $k=2\pi m/\lambda$, $m=1,2,\dots$, so every harmonic of period $\lambda$ is removed. Averaging over $\lambda_L$ and then over $\lambda_R$ cleans both sides. The result is called $\bar U$.

The value $\bar U(z)$ draws on points up to $(\lambda_L+\lambda_R)/2$ away. With periods of 0.4 and 0.5 nm this reach is 0.45 nm. A fit window must stay farther than this from the interface, plus the range over which the charge itself differs from bulk.

## The step as a moment of charge

Averaging commutes with differentiation, so $\bar U''=4\pi e\bar\rho$. In the bulk-like regions $\bar\rho=0$. Around the interface $\bar\rho$ is confined to an interval $(z_a,z_b)$. Define $W=\bar U-U_L$. At $z_a$ both $W$ and $W'$ vanish, and $W''=4\pi e\bar\rho$. Integrating twice,

$$W(z)=4\pi e\int_{z_a}^{z}(z-z')\bar\rho(z')\,dz' .$$

Differentiating twice confirms this. For $z>z_b$ the upper limit can be replaced by $z_b$, and $W$ is the line $U_R-U_L$. Continuing that line to any $z_0$ gives

$$\Delta(z_0)=4\pi e\int_{z_a}^{z_b}(z_0-z)\bar\rho\,dz=4\pi e\,(\sigma_{\rm tot}z_0-p),$$

with $\sigma_{\rm tot}=\int\bar\rho\,dz$ and $p=\int z\bar\rho\,dz$. Hence

$$\frac{d\Delta}{dz_0}=4\pi e\,\sigma_{\rm tot}.$$

If $\sigma_{\rm tot}=0$, the lines are parallel and the step is a property of the interface. If not, the step has no value until a plane is named. The lines then cross at $z_c=p/\sigma_{\rm tot}$, the centroid of $\bar\rho$, where the step is zero. This is not a natural reference plane: as the net charge tends to zero at fixed $p\neq0$, $z_c$ runs off to infinity.

## What the moments contain

Let complete cells of both materials meet at $z=0$. A cell has charge density $g(x)$ about its centre, zero net charge, dipole $\int xg\,dx=P^{\rm tot}\lambda$ and second moment $q=\int x^2g\,dx$, all per area. Let $G(x)=\int_{-\infty}^xg\,dx'$, which vanishes outside the cell's charge because the cell is neutral.

The cells of R are centred at $(j+\tfrac12)\lambda_R$, $j=0,1,\dots$. Averaging cell $j$ over $\lambda_R$ gives

$$\frac{G(z-j\lambda_R)-G(z-(j+1)\lambda_R)}{\lambda_R}.$$

In the sum over $j$ neighbouring terms cancel, and $G_R(z)/\lambda_R$ is left at this interface. The remaining term at the far end belongs to the other interface. Integration by parts gives

$$\int G\,dz=-\int zg\,dz=-P^{\rm tot}\lambda,\qquad \int zG\,dz=-\tfrac12\int z^2g\,dz=-\tfrac q2 .$$

R therefore contributes $-P_R^{\rm tot}$ to $\sigma_{\rm tot}$ and $-q_R/2\lambda_R$ to $p$. For L the surviving term is $-G_L/\lambda_L$, so both signs reverse. The other average is an even function of unit area and changes neither moment. With free charge $\sigma_f$ per area at $z_f$,

$$\sigma_{\rm tot}=\sigma_f+P_L^{\rm tot}-P_R^{\rm tot},$$

$$\Delta(z_0)=4\pi e(\sigma_{\rm tot}z_0-\sigma_fz_f)+2\pi e\left(\frac{q_R}{\lambda_R}-\frac{q_L}{\lambda_L}\right).$$

Without polarization the last term is the difference of the mean potential energies of an electron in the two materials, which is $-e$ times the difference of their mean inner potentials. This is not a pure bulk property. In an ionic crystal, different dipole-free cells, that is different terminations, have different $q$. For alternating planes of charge $\pm s$ per area at spacing $\lambda/2$, the two symmetric cuts have $q$ differing by $s\lambda^2/2$, and the step differs by $\pi es\lambda$, or 4.5 eV for $s=2$ elementary charges per nm² and $\lambda=0.5$ nm. In polar cells the second moment also depends on where the charges lie relative to the cell centre.

## Fields in the stack

The example is a periodic cell with alumina from $-4$ to 0 nm and hafnia from 0 to 10 nm. It has interface A at $z=0$ and interface B at the other end of the hafnia, with free charge $\sigma_f$ at A and $-\sigma_f$ at B. Periodicity acts as a short circuit.

Hafnia has a fixed polarization $P$ along $+z$ and a linear response $\varepsilon_R$, so $P_R^{\rm tot}=P+(\varepsilon_R-1)E_R/4\pi$. Alumina has $P_L^{\rm tot}=(\varepsilon_L-1)E_L/4\pi$. Inserting these into $E_R-E_L=4\pi\sigma_{\rm tot}$ and collecting the fields gives

$$\varepsilon_RE_R-\varepsilon_LE_L=4\pi(\sigma_f-P).$$

Let $\Delta_A$ and $\Delta_B$ be the steps from alumina to hafnia, each at its own boundary plane. Going once round the cell must return $U$ to its value:

$$\Delta_A+eE_Rd_R-\Delta_B+eE_Ld_L=0 .$$

For equal steps $E_L=-rE_R$ with $r=d_R/d_L$, and therefore

$$E_R=\frac{4\pi(\sigma_f-P)}{\varepsilon_R+\varepsilon_Lr},\qquad \sigma_{\rm tot}=\frac{E_R(1+r)}{4\pi}=(\sigma_f-P)\frac{1+r}{\varepsilon_R+\varepsilon_Lr}.$$

In the limit of thick alumina, $r\to0$, the net charge is $(\sigma_f-P)/\varepsilon_R$ and the field sits in the hafnia. For $r\to\infty$ it is $(\sigma_f-P)/\varepsilon_L$ and the field sits in the alumina. For equal steps, sensitivity to the plane is thus set by the uncompensated charge, screened by a mixture of both materials.

If the steps differ, closure requires $e(E_Rd_R+E_Ld_L)=\Delta_B-\Delta_A$. The same elimination then adds

$$\frac{(\varepsilon_L-\varepsilon_R)(\Delta_B-\Delta_A)}{d_L(\varepsilon_R+\varepsilon_Lr)}$$

to the slope $d\Delta/dz_0$. With the permittivities and thicknesses of the example, a difference $\Delta_B-\Delta_A$ of 0.3 eV adds $-0.030$ eV/nm, even if the polarization is fully compensated.

## Pseudocode

```
input: U(z) on a uniform periodic grid (electron energy),
       periods lamL, lamR; windows wL, wR; list of planes

Uk   = FFT(U)
Uk   = Uk * S(k*lamL) * S(k*lamR)      # S(0) = 1
Ubar = inverse FFT(Uk)

for side in L, R:
    c = centre of window
    fit Ubar = a + b*(z - c) in window
    store a, b, c and the largest residual

step(z0) = aR + bR*(z0 - cR) - aL - bL*(z0 - cL)
slope    = bR - bL
report step at every plane, and slope
repeat with shorter and shifted windows, and with
    changed lamL, lamR; report the changes
```

The Fourier form needs no period that is a multiple of the grid spacing, provided the grid resolves the potential. Harmonics too short for the grid appear at other wavelengths or as a constant, and the filter may then fail to remove them. If the code delivers $\phi$ instead of $U$, the sign must be changed first.

**Cost.** Plane averaging reads each point of the three-dimensional grid once. The filter then costs $O(N\log N)$ for $N$ points along $z$, and the fits cost $O(N)$.

**Stability.** Centring the coordinate in each window separates the mean from the slope. A slope error $\delta b$ moves the extrapolated value by $(z_0-c)\,\delta b$, so a distant window needs an accurate slope. Neighbouring values of $\bar U$ share most of their input, and their errors are correlated. The standard error that a least-squares routine derives for independent points therefore does not apply; the spread over windows is a more useful measure.

## The example in numbers

The polarization is 20 µC/cm², and 90 % of it is compensated at the interface, so $\sigma_f=18$ µC/cm². With $\varepsilon_R=30$, $\varepsilon_L=9$ and $r=2.5$,

$$\sigma_{\rm tot}=(18-20)\,\frac{3.5}{30+22.5}=-0.133\ \mu\text{C/cm}^2 .$$

The lattice is represented by explicit charges: each cell holds a narrow positive Gaussian plane and a wider negative one, displaced from each other to carry $P^{\rm tot}$. Poisson's equation is solved for these charges, and the algorithm sees only the resulting potential. The fitted fields are $-0.430$ MV/cm in hafnia and $1.076$ MV/cm in alumina, in agreement with the stack formula, from which the values of $P^{\rm tot}$ were taken. Since 1 MV/cm is 0.1 V/nm, the slope of the step is

$$-0.0430-0.1076=-0.1506\ \text{eV/nm},$$

or 15 meV per 0.1 nm.

At $z=0$ the lines have the values 0.6026 and $-0.7536$ eV, so $\Delta(0)=1.356$ eV. The second-moment term gives the same number. Moving to the alumina plane at $-0.20$ nm adds 0.030 eV, and moving to the hafnia plane at $+0.25$ nm subtracts 0.038 eV. These are the two readings at the start.

The lines cross at $1.356/0.1506=9.0$ nm, far inside the hafnia and close to its other end. The centroid computed from the averaged charge is at the same place, although no charge of interface A lies there. A small net charge with a finite first moment is enough to produce this.

Without compensation the same stack has a slope of $-1.506$ eV/nm, ten times larger because $\sigma_f-P$ is ten times larger. The two readings would then differ by 0.68 eV.

The step at $z=0$ also changes slightly, from 1.356 to 1.332 eV. The formula explains this. In this lattice the negative planes stay at the cell centres and the positive ones are displaced. With $n$ electrons per area and cell and a displacement $\delta=P^{\rm tot}\lambda/(ne)$, the second moment contains $ne\delta^2$, which adds $2\pi e^2n\delta^2/\lambda$ to the second-moment term of the material. In hafnia the larger opposing field lowers $P^{\rm tot}$ from 18.9 to about 9 µC/cm², and this term falls from 26 to 6 meV. In alumina it rises from nearly zero to 4 meV. Together they lower the step by 24 meV. The sign depends on which planes move: if the positive planes stayed at the cell centres and the negative ones were displaced, the second moment would contain $-ne\delta^2$ and the step would rise by 24 meV. The change thus reflects where the charges lie relative to the plane $z=0$, and is not a property of the bulk alone.

## From the step to a band offset

Let $E_v-\bar U$ be the valence band edge relative to the averaged potential, from a bulk calculation of each material. The offset is

$$\Delta E_v(z_0)=\Delta(z_0)+(E_v-\bar U)_R-(E_v-\bar U)_L .$$

The bulk terms do not depend on $z_0$, so the offset inherits the slope $4\pi e\sigma_{\rm tot}$. In the example a plane shift of 0.17 nm changes it by $k_BT$ at 300 K. For a transport model the offset and the fields must refer to the same plane: the step $\Delta(z_0)$, placed at $z_0$ together with the change of field from $E_L$ to $E_R$, reproduces the same band edges away from the interface for every choice of $z_0$.

The bulk terms are taken at zero macroscopic field. A polar crystal has no inversion symmetry, so its band edge may shift relative to $\bar U$ linearly in the field. This shift is omitted, and its size is not estimated here.

## Failure modes

**No averaging.** Lines fitted to the raw potential in the same windows give a step 0.172 eV too high. A ripple of tens of eV disturbs both the mean and the slope of a fitted line, and the slope error grows on the way to the interface. A window with a whole number of periods removes the error of the mean, but in general not that of the slope. The 0.172 eV is small because these windows are centred on cell boundaries; shifting the alumina window by 0.1 nm gives an error of about 4 eV, of either sign.

**Windows too close.** The standard windows run from $-3.2$ to $-0.8$ nm and from 0.8 to 9.2 nm. Shortening the hafnia window to 0.8–3.2 nm changes nothing beyond rounding. Extending both short windows to the interface changes the step by $-0.464$ eV. The damage comes from the added points within roughly half a nanometre of the interface, where the average mixes the two materials.

**Wrong periods.** Making both filter lengths 3 % too long changes the step by $-0.5$ meV. The factor $S$ of each material's own filter is then about $-0.03$ for the first harmonic instead of zero. The other filter reduces the first harmonic by a further factor of about 5, which still leaves a ripple of about 0.2 eV peak to peak in the alumina. The change of the step is small mainly because both windows are centred on cell boundaries, about which the ripple is nearly even and adds almost no slope. Shifting the alumina window by 0.1 nm makes the change about $\pm25$ meV, and shifting the longer hafnia window makes it about $\pm6$ meV; with the exact periods the alumina shift changes nothing. Shifted windows are therefore the test for wrong periods.

**Plateau readings.** The difference between the averaged potentials at the layer midpoints is sometimes a convenient substitute for extrapolation. In a periodic two-layer cell it equals

$$\Delta_A+\tfrac e2(E_Rd_R+E_Ld_L)=\Delta_A+\tfrac12(\Delta_B-\Delta_A)=\tfrac12(\Delta_A+\Delta_B),$$

by the closure condition above. It is the boundary-plane step if the interfaces are equivalent, and otherwise it hides their difference. With the free charge at interface A moved 0.03 nm into the hafnia, at fixed cell dipoles, the steps are 0.746 and 1.356 eV, while the midpoints give 1.051 eV.

**Unknown depth of the compensating charge.** The shift just quoted, $-0.61$ eV, is large because the cells do not respond to the displaced charge. Suppose instead that the hafnia between 0 and $z_f$ responds with its bulk permittivity. The field $E_1$ there obeys $\varepsilon_R(E_R-E_1)=4\pi\sigma_f$. Extrapolating the outer line back to $z=0$ changes the step by

$$e(E_1-E_R)z_f=-\frac{4\pi e\sigma_fz_f}{\varepsilon_R},$$

which is $-0.068$ eV for 0.1 nm. A bulk permittivity is doubtful at this distance, so the number is an estimate. It still exceeds the 15 meV from moving the reference plane by the same 0.1 nm: the position of the real charge matters more here than that of the chosen plane. The comparison is between $\sigma_f/\varepsilon_R$ and $|\sigma_{\rm tot}|$, and in this stack it reverses below two-thirds compensation. The field $E_1$ is about $-7$ MV/cm, far above the coercive field, so a fixed $P$ in this thin region is a further assumption.

**Space charge.** A uniform net charge density $\rho_s$ in R, with the dielectric screening already included, bends the averaged potential with curvature $\kappa=4\pi e\rho_s$. With $t=z-c$, the parabola is $a+bt+\kappa t^2/2$. Over a window $|t|\le h$ the mean of $t^2$ is $h^2/3$, and $t^2$ has no component along $t$, so the best line is $a+bt+\kappa h^2/6$. At $z_0$ the line minus the parabola is

$$\frac\kappa2\left[\frac{h^2}3-(z_0-c)^2\right].$$

For a net density of $10^{18}$ positive elementary charges per cm³, $\kappa=0.0181$ eV/nm². With $\varepsilon_R=30$ this corresponds to $3\times10^{19}$ singly charged defects per cm³, because the lattice screens their charge. The long hafnia window has $c=5$ nm and $h=4.2$ nm, and its bias at $z=0$ is $0.00905\,(5.88-25)=-0.173$ eV. The 0.8–3.2 nm window gives $-0.032$ eV. For $10^{18}$ charged defects per cm³ both values are 30 times smaller, about $-6$ and $-1$ meV. A step that drifts with window length is therefore a warning. If the windows are well away from the interface and the space charge is nearly uniform, a quadratic fit is the better choice. It does not cure a window that is too close to the interface. The slope $d\Delta/dz_0$ also becomes a local quantity, because the field varies with $z$.

## Beside a real capacitor

Ferroelectric hafnia films near 10 nm, with polarizations of some tens of µC/cm² and coercive fields of roughly 1 MV/cm, are the regime intended here. The 4 nm of alumina is thick for an interlayer in a memory capacitor; it was chosen to leave room for a fit window. Deposited alumina interlayers are usually amorphous and have no layer period. The running average then does not remove the ripple exactly, and the procedure as given applies to a crystalline model of the layer. With 2 nm at the same uncompensated charge and equal steps, $r=5$ and the slope grows by a factor of 1.2. The compensated fraction is assumed, not known, and for equal steps the slope is proportional to what remains uncompensated. The two interfaces of a real polar layer are in general not equivalent, so their steps can differ and add the further term given with the stack formula. The absolute step of 1.36 eV belongs to the Gaussian lattice and predicts nothing about real alumina and hafnia.

Real films have grains, charged defects that act as space charge, and compensating charge at some depth. In the estimate above, compensating charge at a depth of 0.1 nm moves the fitted step by about 0.07 eV, more than a 0.1 nm choice of plane does. Charged defects at $10^{18}$ per cm³ move it by only about 1 to 6 meV, but the effect grows in proportion to their density.

The compensated fields are 0.43 of the rough coercive field and 0.11 of a rough alumina breakdown field of 10 MV/cm, so fixed polarization and linear response are plausible. Without compensation the ratios are 4.3 and 1.1. Such a film could not be expected to keep its polarization, and the alumina would be at its limit. A defect-free supercell can nevertheless be held in this state if its atoms are fixed at the positions they take in these fields and no electrons transfer between the layers. Its step then carries the large slope. With atoms fixed at their zero-field positions only the electrons screen, and the fields are larger still.

Over the alumina the potential energy of an electron changes by 0.43 eV with compensation and by 4.3 eV without. The second is comparable to oxide band gaps. If the fields lift a valence edge in one place above a conduction edge in another, electrons transfer, the layers are no longer free of space charge, and the straight-line fit loses its basis. A calculation that underestimates the gaps reaches this point earlier. The layer-resolved density of states should be inspected before the step is quoted.

Switching adds one more case. If $P$ and $\sigma_f$ reverse together and the steps at A and B are equal, the slope changes sign at equal size. If $P$ reverses while the trapped charge stays, $\sigma_f-P$ goes from $-2$ to $+38$ µC/cm², and the linear formula gives a hafnia field of about 8 MV/cm. That is far outside the model's range. It means that charge must move for the reversed state to persist, and that a step found for one polarization state cannot be carried over to the other without knowing where the charge went.

The full set of inputs and results is in the numerical output.

## Numbers as computed

```
Hafnia thickness: 10 nm
Alumina thickness: 4 nm
Hafnia layer period: 0.5 nm
Alumina layer period: 0.4 nm
Hafnia permittivity (rough): 30 
Alumina permittivity (rough): 9 
Polarization P (rough): 20 uC/cm2
Compensated fraction: 0.9 
Model electrons per hafnia cell: 240 1/nm2
Model electrons per alumina cell: 220 1/nm2
Core width: 0.02 nm
Electron cloud width: 0.05 nm
Free charge width: 0.05 nm
Reach of double average: 0.45 nm
Fit windows: alumina (-3.2, -0.8) nm, hafnia (0.8, 9.2) nm
Free interface charge: 18 uC/cm2
Total polarization hafnia: 18.9 uC/cm2
Total polarization alumina: 0.7619 uC/cm2
Total interface charge: -0.1333 uC/cm2
Fitted field hafnia: -0.4303 MV/cm
Fitted field alumina: 1.076 MV/cm
Fitted line at z=0, alumina: -0.75357 eV
Fitted line at z=0, hafnia: 0.6026 eV
Step at z0=0 (cell boundary): 1.356 eV
Step from second moments: 1.356 eV
Step at z0=-0.20 nm (last alumina plane): 1.386 eV
Step at z0=+0.25 nm (first hafnia plane): 1.319 eV
Slope of step with plane: -0.1506 eV/nm
Change of step per 0.1 nm: -15.06 meV
Crossing plane of the lines: 9.006 nm
Centroid of averaged charge: 9.006 nm
Uncompensated: slope of step: -1.506 eV/nm
Uncompensated: step at z0=0: 1.332 eV
Uncompensated: field hafnia: -4.303 MV/cm
Uncompensated: field alumina: 10.76 MV/cm
Error without averaging: 0.172 eV
Error, windows touching interface (3.2 nm each): -0.464 eV
Change, hafnia window 0.8-3.2 nm: -8e-12 eV
Change, filter lengths 3 % too long: -0.00053 eV
Test charge depth, rigid cells, one interface: 0.03 nm
  step at that interface: 0.7463 eV
  step at the other interface: 1.356 eV
  midpoint difference: 1.051 eV
Charge depth with dielectric response: 0.1 nm
  shift of step: -0.0678 eV
Space charge density (assumed): 1e+18 1/cm3
  curvature: 0.0181 eV/nm2
  bias, hafnia window 0.8-9.2 nm: -0.173 eV
  bias, hafnia window 0.8-3.2 nm: -0.0318 eV
Alumina breakdown field (rough): 10 MV/cm
  field/breakdown, compensated: 0.11 
  field/breakdown, uncompensated: 1.1 
Hafnia coercive field (rough): 1 MV/cm
  field/coercive, compensated: 0.43 
  field/coercive, uncompensated: 4.3 
Drop over alumina, compensated: 0.43 eV
Drop over alumina, uncompensated: 4.3 eV
Drop over one hafnia cell: 21.5 meV
Plane shift worth kT at 300 K: 0.17 nm
```
